# Closest Approach in a Head-On Collision under an Exponential Repulsion

A chlorine ion of 100 eV that meets a free silicon atom head-on, under the repulsion $V(r)=A\,e^{-r/a}$ with $A=2500$ eV and $a=0.027$ nm, comes to within 0.109 nm of it. At that moment 55.8 eV of the original 100 eV is still kinetic energy. In this model, reducing the ion energy tenfold lengthens the distance by 0.062 nm. The first number follows from energy conservation, provided that the right energy is conserved; the second shows which energy that is, and the third comes from the exponential form of the force.

Take two classical particles on a line, the ion with mass $m_1$ at $x_1$ and the target with mass $m_2$ at $x_2>x_1$. Their separation is $r=x_2-x_1$, and $V$ vanishes at infinite separation. Both $A$ and $a$ are positive. No other force acts, and no energy goes into electronic excitation. The repulsion has magnitude

$$F(r)=-\frac{dV}{dr}=\frac{A}{a}\,e^{-r/a},$$

and it pushes the target forward and the ion back:

$$m_1\ddot x_1=-F,\qquad m_2\ddot x_2=F .$$

Adding the two equations shows that the centre of mass $X=(m_1x_1+m_2x_2)/M$, with $M=m_1+m_2$, moves uniformly. Dividing each equation by its mass and subtracting the first from the second gives

$$\ddot r=F\left(\frac1{m_1}+\frac1{m_2}\right)=\frac F\mu,\qquad \mu=\frac{m_1m_2}{M}.$$

The kinetic energy separates in the same way. From the definitions of $X$ and $r$,

$$x_1=X-\frac{m_2}{M}r,\qquad x_2=X+\frac{m_1}{M}r .$$

When the velocities are inserted in $\tfrac12m_1\dot x_1^2+\tfrac12m_2\dot x_2^2$, the cross terms are $-(m_1m_2/M)\dot X\dot r$ and $+(m_1m_2/M)\dot X\dot r$, which cancel. The coefficient of $\tfrac12\dot r^2$ is $(m_1m_2^2+m_2m_1^2)/M^2=\mu$. Hence

$$T=\tfrac12M\dot X^2+\tfrac12\mu\dot r^2 .$$

Let the ion arrive from far away with speed $v$ and energy $E_{\rm lab}=\tfrac12m_1v^2$, while the target is at rest. Then $\dot X=m_1v/M$ and initially $\dot r=-v$. The two parts of the kinetic energy are

$$\tfrac12M\dot X^2=\frac{m_1}{M}E_{\rm lab},\qquad E\equiv\tfrac12\mu v^2=\frac{m_2}{M}E_{\rm lab}.$$

The first part cannot be spent on compression, because $\dot X$ is constant. The second, $E$, is the centre-of-mass energy: the total energy in the frame where the centre of mass is at rest. With average atomic masses of 35.45 u for chlorine and 28.085 u for silicon,

$$E=100\ \text{eV}\times\frac{28.085}{35.45+28.085}=44.20\ \text{eV},$$

and the remaining 55.80 eV belongs to the common motion.

To find how $E$ is spent, multiply $\mu\ddot r=-dV/dr$ by $\dot r$. The left side becomes the time derivative of $\tfrac12\mu\dot r^2$ and the right side that of $-V$, so their difference is conserved:

$$\tfrac12\mu\dot r^2+A\,e^{-r/a}=E .$$

The constant is $E$ because $V=0$ at the start. If a collision is instead started at a finite separation $r_0$ with relative kinetic energy $K_0$, the constant is $E=K_0+V(r_0)$.

At a turning point $\dot r=0$, and therefore $A\,e^{-r/a}=E$. As $r$ runs from zero to infinity, the left side falls steadily from $A$ to zero. There is one positive solution if $0<E<A$, and none if $E\ge A$. Taking the logarithm gives $-r/a=\ln(E/A)$, or

$$\boxed{\,r_{\min}=a\ln\frac AE,\qquad 0<E<A\,}$$

For the example, $A/E=56.56$ and $\ln(A/E)=4.035$, so $r_{\min}=0.027\ \text{nm}\times4.035=0.109$ nm.

The energy equation locates the turning point. The full motion also shows how the particles approach it and separate again. Since $A=E\,e^{r_{\min}/a}$, define

$$u=e^{(r-r_{\min})/2a},\qquad\text{so that}\qquad V=\frac{E}{u^2}.$$

Using $E=\tfrac12\mu v^2$, the energy equation and Newton's equation become

$$\dot r^2=v^2\left(1-\frac1{u^2}\right),\qquad \ddot r=\frac{V}{\mu a}=\frac{v^2}{2a\,u^2}.$$

Differentiating $u$ twice gives $\dot u=u\dot r/2a$ and then

$$\ddot u=\frac{u\,\dot r^2}{4a^2}+\frac{u\,\ddot r}{2a}
=\frac{v^2u}{4a^2}\left(1-\frac1{u^2}+\frac1{u^2}\right)=\kappa^2u,\qquad \kappa=\frac v{2a}.$$

The nonlinear equation of motion has become a linear one, with solution $u=Ce^{\kappa t}+De^{-\kappa t}$. The energy equation also requires $\dot u^2=\kappa^2(u^2-1)$. For this solution $\dot u^2-\kappa^2u^2=-4CD\kappa^2$, so $CD=\tfrac14$. Because $u$ is positive, $C$ and $D$ are both positive, and a shift of the time origin makes them both equal to $\tfrac12$. Thus $u=\cosh\kappa t$, and

$$r(t)=r_{\min}+2a\ln\cosh\frac{vt}{2a}.$$

The separation falls to $r_{\min}$ at $t=0$ and then grows again. The turn takes place on the time scale $2a/v$, which is 2.31 fs for the ion speed of 23.33 km/s. The outward force at the turn is $V(r_{\min})/a=E/a=1637$ eV/nm; at given $E$ it depends on the range $a$ but not on the strength $A$.

A numerical solution of Newton's equations for the two atoms in the laboratory frame, started 0.8 nm apart, tests these results without using the energy equation. Its smallest separation is 0.10895 nm, equal to the formula's value to the digits shown, and the whole path differs from $r(t)$ above by at most $2.8\times10^{-12}$ nm. The kinetic energy left at closest approach is 55.80 eV. Both atoms then move forward at the same velocity, that of the centre of mass.

The target has already moved by then. For $t\to-\infty$, $\ln\cosh\kappa t\to-\kappa t-\ln2$, so the incoming separation is $r\to r_{\min}-vt-2a\ln2$. Write $X=X_0+(m_1/M)vt$ and put the target initially at $x_2=0$. In $x_2=X+(m_1/M)r$ the terms in $vt$ cancel, which leaves

$$0=X_0+\frac{m_1}{M}\left(r_{\min}-2a\ln2\right).$$

At $t=0$ the target is at $X_0+(m_1/M)r_{\min}$, and therefore

$$x_2(0)=\frac{m_1}{M}\,2a\ln2=0.0209\ \text{nm}.$$

If the target were infinitely heavy, it would not recoil, and $E$ would equal $E_{\rm lab}$. With the same potential the distance would then be $a\ln(A/E_{\rm lab})=0.0869$ nm. Using the laboratory energy for the free silicon atom thus makes the distance too short by $a\ln(M/m_2)=0.022$ nm, a fifth of the correct value.

The dependence on energy at fixed $A$ and $a$ is

$$\frac{dr_{\min}}{d\ln E}=-a .$$

Each tenfold increase in energy brings the atoms closer by $a\ln10=0.0622$ nm, as long as $E$ stays below $A$. An exponential wall needs only one more decay length of penetration to multiply its height by $e$.

The two potential parameters matter unequally. At fixed $a$, a 10% increase in $A$ adds $a\ln1.1=2.6$ pm. At fixed $A$, a 10% increase in $a$ adds 10% of $r_{\min}$, or 10.9 pm. This second sensitivity is reduced if the potential is fitted to a known value $V_0$ at a distance $r_0$ near the turning point. Then $A=V_0e^{r_0/a}$, and

$$r_{\min}=r_0+a\ln\frac{V_0}{E},$$

so an error in $a$ is multiplied by the small number $\ln(V_0/E)$ instead of by $\ln(A/E)$.

The condition $E<A$ marks a defect of the model. At $E=A$ the formula gives $r_{\min}=0$. For $E>A$ the particles reach $r=0$ with relative kinetic energy $E-A$; a numerical solution at $E=1.2A$ arrives there with 500 eV, as it should. At energies of a few keV two nuclei cannot do this, since their Coulomb repulsion at small separations is far larger than that. For the present masses $E=A$ corresponds to an ion energy of 5656 eV, but the exponential loses accuracy well before that.

A comparison with the Ziegler-Biersack-Littmark (ZBL) universal potential shows where. That potential is a screened Coulomb repulsion,

$$V_{\rm ZBL}=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0r}\sum_ic_i\,e^{-b_ir/\ell_s},\qquad \ell_s=\frac{0.8854\,a_{\rm B}}{Z_1^{0.23}+Z_2^{0.23}},$$

where $a_{\rm B}$ is the Bohr radius, $c_i=(0.1818,\,0.5099,\,0.2802,\,0.02817)$ and $b_i=(3.2,\,0.9423,\,0.4029,\,0.2016)$. Here $Z_1=17$ and $Z_2=14$. It is itself a fit made to serve many atom pairs, so it provides a comparison and not the true answer. The closest distances are:

| $E_{\rm lab}$ (eV) | $E$ (eV) | exponential (nm) | ZBL (nm) |
|---:|---:|---:|---:|
| 50 | 22.1 | 0.1277 | 0.1274 |
| 100 | 44.2 | 0.1090 | 0.1074 |
| 200 | 88.4 | 0.0902 | 0.0892 |
| 500 | 221.0 | 0.0655 | 0.0679 |
| 1000 | 442.0 | 0.0468 | 0.0539 |

From 50 to 200 eV the two agree within 2% of the ZBL distance. At 1000 eV the exponential lets the atoms come too close by 13% of it. The change of sign between 200 and 500 eV follows from the shapes of the potentials. The logarithmic slope of the ZBL form is

$$-\frac{d\ln V_{\rm ZBL}}{dr}=\frac1r+\frac{\langle b\rangle}{\ell_s},$$

where $\langle b\rangle$ is the mean of the $b_i$ weighted by the terms $c_ie^{-b_ir/\ell_s}$. As $r$ decreases, $1/r$ grows, and the weights shift towards the larger $b_i$. The ZBL wall therefore steepens inwards, while the exponential keeps the slope $1/a$. At the example's turning point the ZBL decay length is 0.0278 nm, close to the chosen $a$, and its height is 41.86 eV, slightly below the required 44.20 eV. The atoms must go further in by about $0.0278\ \text{nm}\times\ln(44.20/41.86)=1.5$ pm, which is the difference found from the full ZBL potential.

Off-axis collisions need one more term. Let $b$ now denote the impact parameter, the distance by which the undeflected path would miss the target centre in the relative motion. Angular momentum conservation gives $r^2\dot\theta=vb$, so the transverse kinetic energy is $\tfrac12\mu r^2\dot\theta^2=Eb^2/r^2$. This energy is not available for compression. At closest approach

$$A\,e^{-r/a}=E\left(1-\frac{b^2}{r^2}\right)\quad\Longrightarrow\quad r=r_{\min}-a\ln\left(1-\frac{b^2}{r^2}\right).$$

The logarithm is negative for $b\ne0$, so at a given $E<A$ the head-on collision gives the smallest distance. For $b=0.05$ nm the increase is 5.7 pm, and a numerical solution of the motion in the plane confirms the equation.

If an energy $Q$ is lost from the relative motion on the way in, for instance to electronic excitation, the balance at the turn is $V=E-Q$, and

$$r_{\min}=a\ln\frac{A}{E-Q},\qquad Q<E .$$

This was tested by adding to the relative motion a drag force $g\,e^{-r/2a}\,|\dot r|$ with $g=4\times10^4$ eV fs/nm². The pair lost 4.85 eV before turning and came to 0.1121 nm, in agreement with the formula. A loss of 5 eV would add 3.2 pm. Conversely, an attraction that has lowered the potential energy by $W$ at the turning point changes the balance to $A\,e^{-r/a}=E+W$. For an assumed $W=5$ eV the distance shrinks by 2.9 pm. The same $W$ matters more at low energy: for a 10 eV ion, with $E=4.42$ eV, the change would be $0.027\ \text{nm}\times\ln(9.42/4.42)=20$ pm. That is about a third of the 62 pm by which the model separates the turning points at 100 and 10 eV, so this difference should not be carried over to real silicon and chlorine, which attract each other chemically. The purely repulsive model is limited at low energies by chemical bonding and at high energies by the shape of the inner wall.

A silicon atom in a surface is also bound to its neighbours. Represent the bonds by a spring of stiffness $k=m_2\omega^2$, with a rough phonon energy $\hbar\omega=0.04$ eV. The relative equation becomes $\mu\ddot r=F-(\mu/m_2)kx_2$. While the target recoils forward, $x_2>0$, and the spring weakens the outward acceleration, so the atoms come closer. The computed change is 0.10 pm. It is small because the target moves only 0.021 nm before the turn, which is over in a few femtoseconds.

The target's own motion has a larger effect, though still a small one. For a harmonic oscillator the mean kinetic energy is half the total, so in one direction

$$m_2v_{\rm rms}^2=\frac{\hbar\omega}2\coth\frac{\hbar\omega}{2k_{\rm B}T}.$$

At 300 K this gives 325 m/s, zero-point motion included. A target approaching the ion at that speed raises the relative speed to $v+v_{\rm rms}$. Since $E$ grows as its square, the distance changes by $-2a\ln(1+v_{\rm rms}/v)=-0.75$ pm.

Quantum mechanics replaces the sharp turning point by a narrow region. Near it, $V-E\approx-(E/a)(r-r_{\min})$, and the radial Schrödinger equation for zero angular momentum, $\psi''=(2\mu/\hbar^2)(V-E)\psi$, where $\psi$ is $r$ times the radial wave function, becomes

$$\frac{d^2\psi}{ds^2}=-s\,\psi,\qquad s=\frac{r-r_{\min}}{\ell},\qquad \ell=\left(\frac{\hbar^2a}{2\mu E}\right)^{1/3}.$$

The solution that decays inside the wall is the Airy function $\mathrm{Ai}(-s)$. Its crest nearest the wall lies at $s=1.02$. Here $\ell=0.93$ pm, which puts the crest 0.95 pm outside $r_{\min}$; integration with the full exponential gives 0.96 pm. The classical description is adequate because $\ell$ is much smaller than $a=27$ pm.

In directional plasma etching, ions are accelerated towards the wafer to energies of roughly tens to hundreds of electronvolts, so 100 eV is a representative value. The numbers $A$ and $a$ are round model parameters that reproduce the ZBL distances between 50 and 200 eV. Since ZBL is a universal fit, this does not fix them for silicon and chlorine in particular: the decay length of the real wall, and with it the change of distance with energy, can differ from the value used here. A real surface also breaks the head-on assumption: an ion travelling along the surface normal generally strikes at some distance from the centre of an atom. At $b=0.05$ nm this moves the closest distance by only 5% of $r_{\min}$, but most impacts are further off-centre. An ideal Si(100) surface has one top-layer atom per 0.147 nm², and a circle of radius 0.05 nm covers only about 5% of that area. At $b=0.10$ nm the equation for off-axis collisions already gives a closest distance of 0.132 nm. The shifts found above for the 100 eV ion from the ZBL potential, the assumed 5 eV loss or attraction, the spring, the target's own motion and the wave crest range from 0.1 to about 3 pm and have both signs. For a nearly head-on collision at 100 eV, 0.11 nm is therefore a reasonable figure, while the further digits belong to the model. The computed values are collected in the numerical output below.

## Computed values

```
strength A = 2500 eV
decay length a = 0.027 nm
ion mass (Cl) = 35.45 u
target mass (Si) = 28.085 u
reduced mass = 15.670 u
laboratory ion energy = 100 eV
ion speed = 23.33 km/s
centre-of-mass energy E = 44.20 eV
A/E = 56.56
ln(A/E) = 4.0352
closest approach, formula = 0.10895 nm
closest approach, simulated = 0.10895 nm
largest trajectory difference = 2.8e-12 nm
kinetic energy left at closest approach = 55.80 eV
outward force at closest approach = 1637 eV/nm
time scale 2a/v = 2.31 fs
target displacement at closest approach = 0.0209 nm
shortening per tenfold energy = 0.0622 nm
distance if E_lab is wrongly used = 0.0869 nm
laboratory energy at which E = A: 5656 eV
E = 1.2 A: kinetic energy left at r = 0: 500.0 eV
drag test: energy lost on way in = 4.85 eV
drag test: closest approach = 0.11209 nm
ZBL potential at r_min = 41.86 eV
ZBL local decay length at r_min = 0.0278 nm
E_lab (eV), E (eV), exponential r_min (nm), ZBL r_min (nm)
  50, 22.1, 0.1277, 0.1274
  100, 44.2, 0.1090, 0.1074
  200, 88.4, 0.0902, 0.0892
  500, 221.0, 0.0655, 0.0679
  1000, 442.0, 0.0468, 0.0539
Shifts of closest approach for the example:
  ZBL instead of exponential: -1.51 pm
  impact parameter 0.05 nm: +5.70 pm
  target on spring, phonon 0.04 eV: -0.102 pm
  target rms speed at 300 K = 325 m/s
  target approaching at that speed: -0.75 pm
  inelastic loss of 5 eV: +3.24 pm
  attraction of 5 eV: -2.89 pm
reduced de Broglie wavelength = 0.174 pm
Airy length at turning point = 0.934 pm
outermost wave crest beyond r_min = 0.958 pm
```
